# Summed First-Order Potentials at q = 0 as a Momentum Commutator

## Definitions and conventions

Consider a periodic crystal in the Kohn–Sham description, with Hamiltonian

$$H=\frac{p^2}{2m}+V,\qquad V=V_{\rm ion}+V_{\rm Hxc}[n],\qquad V_{\rm ion}=\sum_\kappa v_\kappa .$$

Here $p=-i\hbar\nabla$ is the canonical momentum and $v_\kappa$ is the potential of sublattice $\kappa$, that is, of ion $\kappa$ in every cell. It may be local or nonlocal, provided the states obey the ordinary eigenvalue equation below, as for all-electron and norm-conserving potentials. Ultrasoft and PAW potentials are excluded. There $H|n\rangle=e_nS|n\rangle$ with an overlap operator $S$ that moves with the ions, and the diagonal that vanishes under a rigid shift $u$ is that of $dH/du-e_n\,dS/du$, not that of $dH/du$ alone. $V_{\rm Hxc}$ is the Hartree plus exchange-correlation potential of the number density $n(\mathbf r)$. All potentials are potential energies of an electron.

The Bloch states obey $H|n\rangle=e_n|n\rangle$, with occupations $f_n=f(e_n-\mu)$ that include spin. A matrix element joins two states of the same wave vector $\mathbf k$, and the label $\mathbf k$ is suppressed.

A displacement with $\mathbf q=0$ moves sublattice $\kappa$ by the same $u_\kappa$ along direction $\alpha$ in every cell. Its self-consistent first-order potential is the total derivative

$$V^{(1)}_\kappa=\frac{dV}{du_\kappa},$$

which includes the change of $V_{\rm Hxc}$ caused by the electrons' response. The sum over all ions in the cell is

$$W=\sum_\kappa V^{(1)}_\kappa .$$

The cell is neutral, the macroscopic electric field is zero, and the $\mathbf G=0$ terms of the electrostatic potential are omitted. This fixes the constant in $V$ in the same way for every displacement.

The result to be derived is

$$\boxed{W=-\frac{i}{\hbar}[p_\alpha,H],\qquad \langle m|W|n\rangle=-\frac{i}{\hbar}(e_n-e_m)\langle m|p_\alpha|n\rangle .}$$

The second form follows from the first. Since $p_\alpha|n\rangle$ is again a Bloch function with the same $\mathbf k$, boundary terms over the cell cancel and $H$ may act to the left:

$$\langle m|p_\alpha H-Hp_\alpha|n\rangle=e_n\langle m|p_\alpha|n\rangle-e_m\langle m|p_\alpha|n\rangle .$$

For $m=n$ the factor $e_n-e_m$ is zero. It is also zero between different states of one degenerate level.

## First derivation: translate the self-consistent crystal

Let all ions move by the same $u$ along $\alpha$. Define

$$T(u)=e^{-iup_\alpha/\hbar}=e^{-u\partial_\alpha},$$

so that $(T\psi)(\mathbf r)=\psi(\mathbf r-u\hat\alpha)$ by Taylor's theorem. Each part of $H$ has a simple behaviour.

**Kinetic energy.** $T$ is a function of $p_\alpha$, so $T\,p^2\,T^\dagger=p^2$.

**Ions.** A local potential attached to the ions becomes $v(\mathbf r-u\hat\alpha)=T\,v\,T^\dagger$. A nonlocal term $|\beta\rangle D\langle\beta|$, whose projector is attached to an ion, becomes $T|\beta\rangle D\langle\beta|T^\dagger$. In both cases $V_{\rm ion}(u)=TV_{\rm ion}T^\dagger$.

**Electron interaction.** The functional is assumed to be translation covariant: if the density is shifted, its potential is shifted with it,

$$V_{\rm Hxc}[n(\cdot-u\hat\alpha)](\mathbf r)=V_{\rm Hxc}[n](\mathbf r-u\hat\alpha).$$

The local density approximation has this property, because its potential at a point depends on the density there. The Hartree term has it because the Coulomb interaction depends on $\mathbf r-\mathbf r'$.

Now try the shifted density $n(\mathbf r-u\hat\alpha)$ in the displaced crystal. The three statements give

$$H(u)=T(u)\,H\,T^\dagger(u).$$

Its eigenstates are $T|n\rangle$ with the old energies $e_n$. The occupations and $\mu$ are therefore unchanged, and the states produce the density $n(\mathbf r-u\hat\alpha)$ that was put in. The trial is self-consistent. We assume that it is also the solution reached by following the original one continuously, which holds when the self-consistent solution is locally unique.

Expand to first order, with $T=1-iup_\alpha/\hbar+O(u^2)$ and $T^\dagger=1+iup_\alpha/\hbar+O(u^2)$:

$$H(u)=H-\frac{iu}{\hbar}(p_\alpha H-Hp_\alpha)+O(u^2).$$

The kinetic energy has no dependence on the ion positions, so $dH/du=dV/du$. By the chain rule, the derivative along a common displacement is the sum of the derivatives for the separate sublattices:

$$\left.\frac{dV}{du}\right|_{u=0}=\sum_\kappa\frac{dV}{du_\kappa}=W=-\frac{i}{\hbar}[p_\alpha,H].$$

For a local potential, $[p_\alpha,V]=-i\hbar\,\partial_\alpha V$, hence $W=-\partial_\alpha V$. The minus sign says that a pattern moved forward takes, at a fixed point, the value it had farther back.

There is also a dynamical reading. Heisenberg's equation gives $dp_\alpha/dt=(i/\hbar)[H,p_\alpha]=-(i/\hbar)[p_\alpha,H]=W$. The summed first-order potential is the rate of change of the canonical momentum, and its zero diagonals state that this rate averages to zero in a stationary Bloch state. For a local potential it is the force on an electron. With nonlocal terms $p_\alpha$ is not $mv_\alpha$, and $W$ is in general not mass times acceleration.

## Second derivation: solve the linear-response equations

This derivation starts from the equations that are solved for one ion at a time. Write $K=\delta V_{\rm Hxc}/\delta n$. Each ion obeys

$$V^{(1)}_\kappa=\frac{dv_\kappa}{du_\kappa}+K\,n^{(1)}_\kappa .$$

The equations are linear, so their sum is

$$W=B+K N,\qquad B=\sum_\kappa\frac{dv_\kappa}{du_\kappa},\qquad N=\sum_\kappa n^{(1)}_\kappa .$$

The bare part needs no self-consistency. Each $v_\kappa$ is carried along by its own displacement, so $dv_\kappa/du_\kappa=-(i/\hbar)[p_\alpha,v_\kappa]$ and

$$B=-\frac{i}{\hbar}[p_\alpha,V_{\rm ion}].$$

Next we need the response of the one-particle density matrix $\rho=\sum_n f_n|n\rangle\langle n|$. Before and after the perturbation, $\rho$ commutes with the Hamiltonian. To first order,

$$[W,\rho]+[H,\rho^{(1)}]=0 .$$

The $mn$ element reads $W_{mn}(f_n-f_m)+(e_m-e_n)\rho^{(1)}_{mn}=0$. For $e_m\ne e_n$,

$$\rho^{(1)}_{mn}=\frac{f_m-f_n}{e_m-e_n}\,W_{mn}.$$

Inside one level the occupations follow the shifted energies, measured from the shifted chemical potential:

$$\rho^{(1)}_{mn}=f'(e_n-\mu)\left(W_{mn}-\mu^{(1)}\delta_{mn}\right),$$

where $\mu^{(1)}$ is fixed by particle number, ${\rm Tr}\,\rho^{(1)}=0$.

Insert the trial solution $W=-(i/\hbar)[p_\alpha,H]$. Between different levels the energy factor cancels the denominator:

$$\rho^{(1)}_{mn}=\frac{f_m-f_n}{e_m-e_n}\left(-\frac{i}{\hbar}\right)(e_n-e_m)p_{mn}
=-\frac{i}{\hbar}(f_n-f_m)p_{mn}.$$

Inside a level $W_{mn}=0$, which leaves $-f'\mu^{(1)}\delta_{mn}$. The trace condition becomes $\mu^{(1)}\sum_n f'(e_n-\mu)=0$, the sum running over $\mathbf k$ as well. In a metal, and in an insulator at nonzero temperature, the sum is nonzero and $\mu^{(1)}=0$. In an insulator at zero temperature $f'=0$ for every state and the term is absent. Within a level $f_n-f_m=0$ too, so one formula covers all elements:

$$\rho^{(1)}=-\frac{i}{\hbar}[p_\alpha,\rho].$$

To find the density, write $\rho(\mathbf r,\mathbf r')=\sum_n f_n\psi_n(\mathbf r)\psi_n^*(\mathbf r')$. Acting from the left, $p_\alpha$ gives $-i\hbar\,\partial_\alpha\rho$. Acting from the right, it gives $+i\hbar\,\partial'_\alpha\rho$, because the conjugate function is differentiated. Therefore

$$N(\mathbf r)=-\frac{i}{\hbar}(-i\hbar)\left[(\partial_\alpha+\partial'_\alpha)\rho(\mathbf r,\mathbf r')\right]_{\mathbf r'=\mathbf r}=-\partial_\alpha n(\mathbf r).$$

It remains to apply $K$. For the Hartree part, the Fourier component of $-\partial_\alpha n$ is $-iG_\alpha n_{\mathbf G}$, and multiplication by $e^2/(\varepsilon_0G^2)$ gives the component of $-\partial_\alpha V_{\rm H}$. For local exchange-correlation the chain rule gives $(dv_{\rm xc}/dn)(-\partial_\alpha n)=-\partial_\alpha v_{\rm xc}$. For another covariant functional, differentiating the covariance condition at $u=0$ gives the same relation. Hence

$$KN=-\partial_\alpha V_{\rm Hxc}=-\frac{i}{\hbar}[p_\alpha,V_{\rm Hxc}].$$

Adding the two parts returns

$$B+KN=-\frac{i}{\hbar}[p_\alpha,V_{\rm ion}+V_{\rm Hxc}]=-\frac{i}{\hbar}[p_\alpha,H],$$

where the last step uses $[p_\alpha,p^2]=0$. The trial solves the summed equations.

It is the solution if there is no other. Let $\chi_0$ be the density response of the Kohn–Sham electrons to a given potential. The density equation has the form $(1-\chi_0K)N=N_0$, with $N_0$ the response to $B$ alone. The solution is unique when $1-\chi_0K$ is invertible.

## Bare potentials and nonlocal potentials

The commutator with $H$ belongs to the screened potentials. For the bare sum, use $\langle n|[p_\alpha,H]|n\rangle=0$ to exchange the ionic commutator for the electronic one:

$$B_{nn}=-\frac{i}{\hbar}\langle n|[p_\alpha,V_{\rm ion}]|n\rangle=+\frac{i}{\hbar}\langle n|[p_\alpha,V_{\rm Hxc}]|n\rangle=\langle n|\partial_\alpha V_{\rm Hxc}|n\rangle .$$

This need not vanish for a single state. Its occupation-weighted sum does vanish in the local density approximation. That sum is $\int n\,\partial_\alpha V_{\rm Hxc}\,d^3r$ over the cell. The Hartree part is proportional to $\sum_{\mathbf G\neq0}iG_\alpha|n_{\mathbf G}|^2/G^2$, in which $\mathbf G$ and $-\mathbf G$ cancel. For the other part, let $\epsilon_{\rm xc}$ be the energy per electron, so that $v_{\rm xc}=d(n\epsilon_{\rm xc})/dn$. Then

$$n\,\partial_\alpha v_{\rm xc}=\partial_\alpha(nv_{\rm xc})-v_{\rm xc}\partial_\alpha n=\partial_\alpha(nv_{\rm xc}-n\epsilon_{\rm xc}),$$

whose integral over a periodic cell is zero. The electrons exert no net force on themselves. This argument takes $v_{\rm xc}$ at the density $n$ alone. With a nonlinear core correction it is evaluated at $n+n_{\rm core}$, and the core density moves with its ion. The rule for $W$ still holds, but each ion's response equation gains a term from its displaced core, and the occupation-weighted bare sum need not vanish.

With nonlocal potentials, $p$ must also be distinguished from $m$ times the velocity. From $\mathbf v=(i/\hbar)[H,\mathbf r]$ and $[p^2/2m,r_\alpha]=-i\hbar p_\alpha/m$,

$$mv_\alpha=p_\alpha+\frac{im}{\hbar}[V_{\rm nl},r_\alpha].$$

Translations are generated by $p_\alpha$, so it is $p_\alpha$ that enters the sum rule.

## A crystal with three inequivalent ions

The cancellation of diagonals is informative when no point symmetry enforces it. Two identical ions per cell would be a poor choice. Inversion about their midpoint exchanges them and reverses both the displacement and $\mathbf k$. Time reversal restores $\mathbf k$, so for a nondegenerate state the two diagonals are opposite by symmetry alone.

We therefore take a model varying along $x$, with period 6 Å and cross-section $A=8$ Å$^2$ per cell. Three ions sit at $x=0.5$, 2.3 and 4.6 Å. Their charges, in units of $e$, are 1, 2 and 1, spread as Gaussians of widths 0.4, 0.4 and 0.5 Å. Ions 2 and 3 also carry nonlocal terms $D|\beta\rangle\langle\beta|$ with $D=6$ and 3 eV, where $\beta$ is a normalized Gaussian proportional to $e^{-(x-x_\kappa)^2/2s^2}$ with $s=0.5$ Å. The four electrons per cell move along $x$ and interact through the Hartree potential and local-density exchange, evaluated at the density $n(x)/A$. Correlation is left out.

The Kohn–Sham equations were iterated to self-consistency with 33 plane waves, 12 $k$ points and Fermi–Dirac occupations at $k_BT=0.02$ eV. On this mesh the gap above the second band is 1.55 eV. The mesh does not contain $k=0$, and over the whole zone the gap is 1.44 eV. The linear-response equations were then solved for each ion separately as a matrix problem. The smallest eigenvalue of $1-\chi_0K$ has modulus 0.96, so the response is unique.

At $k=0.157$ Å$^{-1}$ the three lowest energies are $-3.836$, $-1.027$ and 1.451 eV. For $m=1$, $n=2$ the three ions contribute, in eV/Å,

$$(0.0037+0.7072i)+(1.7692-0.8497i)+(-0.9637+0.2901i)=0.8092+0.1476i .$$

The energies and momentum of the undisplaced crystal give the same element. With $e_2-e_1=2.8094$ eV and $p_{12}/\hbar=(-0.05255+0.28805i)$ Å$^{-1}$,

$$-i(2.8094)(-0.05255+0.28805i)=-i(-0.1476+0.8092i)=0.8092+0.1476i.$$

The phase depends on the phases chosen for the states; the modulus does not. It is 0.823 eV/Å, or 1.32 nN.

The diagonals, in eV/Å, are:

| $n$ | ion 1 | ion 2 | ion 3 | bare sum |
|---|---:|---:|---:|---:|
| 1 | −0.8213 | 1.3365 | −0.5152 | 1.063 |
| 2 | 0.3145 | −0.7981 | 0.4836 | −1.092 |
| 3 | 0.4724 | −0.4933 | 0.0209 | 0.133 |

The three ionic entries in each row add to zero, although each can be as large as an off-diagonal element. The momentum itself is not zero in these states: $p_{nn}/\hbar=0.094$, $-0.622$ and 0.972 Å$^{-1}$. The diagonal vanishes through the energy difference.

The last column sums the bare derivatives and does not vanish. Even the two filled bands at this $k$, with two electrons each, leave $2(1.063-1.092)\approx-0.06$ eV/Å. When all occupied states on the $k$ mesh are averaged, the remainder is about $10^{-11}$ eV/Å, as the absence of a net self-force requires.

The nonlocal terms are strong enough for the choice of momentum to matter. If $mv$, obtained from the numerical $k$ derivative of the Bloch Hamiltonian, replaces $p$ in the formula, the largest error among the six lowest bands is 2.4 eV/Å.

**A metallic case.** Change the third ionic charge to 2, which gives five electrons, and set $k_BT=0.5$ eV. The third band now holds 1.00 electron on average out of two. Moving one ion shifts the chemical potential: the derivatives for ions 1, 2 and 3 are 0.0021, $-0.0391$ and 0.0370 eV/Å. They add to zero within rounding, which is the result $\mu^{(1)}=0$ for the rigid shift.

## What each derivation assumes

Both derivations need ionic potentials that move with the ions, a translation-covariant functional, and no external potential that is fixed in space and varies along $\alpha$. Such a potential would break $H(u)=THT^\dagger$. Both also need a fixed potential reference. If the reference changed by $c$ per unit displacement, $W$ would become $W+c$: every diagonal would equal $c$, while the off-diagonal elements would stay the same.

The first derivation works at finite displacement. It uses neither perturbation theory nor an explicit kernel, and it shows that the whole spectrum is unchanged. Its demand is that the translated state be the one that the displaced crystal adopts, and that $V$ be differentiable as a function of all the $u_\kappa$ jointly, so that the chain rule can divide the total among the ions.

The second works at first order and needs the response formula for $\rho^{(1)}$. In return it shows where an approximate calculation can lose the rule. If $K$ is not the derivative of the $V_{\rm Hxc}$ used in the ground state, then $K(-\partial_\alpha n)$ is in general not $-\partial_\alpha V_{\rm Hxc}$, and the trial then fails. If $1-\chi_0K$ is singular, the trial still solves the equations, but a nonzero solution of the homogeneous equation $(1-\chi_0K)N=0$ can be added to its density response.

The basis enters both arguments. A finite set of plane waves is closed under $p_\alpha$: the projector onto it commutes with $p_\alpha$, and the operator steps hold inside the set. Atom-centred functions are in general not closed under $p_\alpha$. Then $p_\alpha|n\rangle$ has a part outside the set, where $H|n\rangle=e_n|n\rangle$ is not enforced, and the boxed relation between matrix elements is in general only approximate. Evaluating exchange-correlation on a fixed spatial grid also breaks covariance for general shifts, by an amount that depends on how well the grid resolves the potential.

If the cell contains one ion, the sum has one term, and the $\mathbf q=0$ potential of that ion is itself fixed by the band energies and momentum elements. With several ions the rule fixes their sum alone. Relative displacements, such as those of optical modes, still require the response calculation.
